# Thickness at which a perpendicular magnetic film turns in-plane: verification in Python

```python
# Result under test: a wide magnetic film with interface anisotropy Ks (J/m^2,
# both faces together) and volume anisotropy Kv (J/m^3) has its easy axis along
# the normal below, and in the plane above, the thickness
#     tc = Ks / (Kd - Kv),   Kd = mu0 Ms^2 / 2,   provided Kv < Kd.
# Ms: saturation magnetization, A: exchange stiffness, t: magnetic thickness,
# Nz, Nx: demagnetizing factors along the normal and along an edge of a plate.
# All internal quantities are in SI units.
import numpy as np
from scipy.constants import mu_0, k as k_B
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0

nm = 1e-9
Ms, Ks, A = 1.2e6, 1.3e-3, 20e-12
Kd = 0.5 * mu_0 * Ms**2


def critical_thickness(ks, ms, kv=0.0):
    return ks / (0.5 * mu_0 * ms**2 - kv)


tc = critical_thickness(Ks, Ms)

# --- demagnetizing factor from the Coulomb energy of two charged faces -------
nodes, weights = np.polynomial.legendre.leggauss(60)


def demag_factor(a, b, c):
    """Block with charged faces a x b a distance c apart (c along M)."""
    def radial(phi, rmax):
        # separation in the face is c*sinh(u); the Coulomb kernel becomes exp(-u)
        umax = np.arcsinh(rmax / c)
        u = 0.5 * umax * (nodes + 1)
        r = c * np.sinh(u)
        f = (1 - r * np.cos(phi) / a) * (1 - r * np.sin(phi) / b) * np.exp(-u)
        return 0.5 * umax * np.dot(weights, f)
    corner = np.arctan2(b, a)
    opts = dict(epsabs=1e-10, epsrel=1e-10, limit=200)
    first = quad(lambda p: radial(p, a / np.cos(p)), 0, corner, **opts)[0]
    second = quad(lambda p: radial(p, b / np.sin(p)), corner, np.pi / 2, **opts)[0]
    return 2 / np.pi * (first + second)


side = 50 * nm
Nz_pillar = demag_factor(side, side, tc)
Nx_pillar = demag_factor(side, tc, side)
assert abs(demag_factor(1, 1, 1) - 1 / 3) < 1e-7
assert abs(Nz_pillar + 2 * Nx_pillar - 1) < 1e-6

# --- transition located by minimizing the energy of a very wide plate --------
angles = np.linspace(0, np.pi / 2, 91)


def easy_angle(t, kv, width=1e6 * nm):
    nz = demag_factor(width, width, t)
    nx = (1 - nz) / 2
    energy = (Kd * t * (nz * np.cos(angles)**2 + nx * np.sin(angles)**2)
              + (Ks + kv * t) * np.sin(angles)**2)
    return angles[np.argmin(energy)]


Kv_test = 0.1e6
for kv in (0.0, Kv_test, -Kv_test):
    low, high = 0.5 * nm, 3 * nm
    assert easy_angle(low, kv) < 0.01 and easy_angle(high, kv) > 1.56
    for _ in range(22):
        mid = 0.5 * (low + high)
        if easy_angle(mid, kv) < np.pi / 4:
            low = mid
        else:
            high = mid
    assert abs(low / critical_thickness(Ks, Ms, kv) - 1) < 1e-4

# --- atomic dipoles on a bcc(001) film, lattice constant 1 -------------------
# Normal-minus-in-plane energy, in units of the continuum value per layer.
radius = 150


def layer_coupling(h):
    shift = 0.5 * (h % 2)
    x = np.arange(-radius - 1, radius + 2) + shift
    rho2 = (x[:, None]**2 + x[None, :]**2).ravel()
    rho2 = rho2[rho2 <= radius**2]
    z = h / 2
    r2 = rho2 + z**2
    r2 = r2[r2 > 0]
    total = np.sum((1 - 3 * z**2 / r2) / r2**1.5)
    total += 2 * np.pi * radius**2 / (radius**2 + z**2)**1.5
    return 0.75 * total / (4 * np.pi)


coupling = [layer_coupling(h) for h in range(7)]


def dipole_energy(n):
    return sum(coupling[abs(i - j)] for i in range(n) for j in range(n)
               if abs(i - j) < len(coupling))


layer_slope = dipole_energy(10) - dipole_energy(9)
assert abs(layer_slope - 1) < 2e-4
lattice_constant = 0.287 * nm
missing_layers = 10 - dipole_energy(10)
lattice_offset = missing_layers * lattice_constant / 2

# --- twist through the thickness: Ks on one face, exchange A -----------------


def lowest_mode(t, stiffness, state):
    """state=-1: normal state, +1: in-plane state; negative means unstable."""
    n = 201
    h = t / (n - 1)
    mass = np.full(n, h)
    mass[[0, -1]] = h / 2
    diag = np.full(n, 2 * stiffness / h)
    diag[[0, -1]] = stiffness / h
    diag += state * Kd * mass
    diag[0] -= state * Ks
    off = -stiffness / h / np.sqrt(mass[:-1] * mass[1:])
    return eigh_tridiagonal(diag / mass, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def stability_limit(stiffness, state):
    return brentq(lambda t: lowest_mode(t, stiffness, state),
                  0.6 * tc, 1.6 * tc, xtol=1e-16)


ell = np.sqrt(A / Kd)
ratio = Ks / np.sqrt(A * Kd)
t_normal_end = ell * np.arctan(ratio)
t_plane_start = ell * np.arctanh(ratio)
assert abs(stability_limit(A, -1) / t_normal_end - 1) < 1e-4
assert abs(stability_limit(A, +1) / t_plane_start - 1) < 1e-4
assert lowest_mode(tc, A, -1) < 0 and lowest_mode(tc, A, +1) < 0
for state in (-1, 1):
    assert abs(stability_limit(1000 * A, state) / tc - 1) < 1e-3

# --- stripe ripple on the in-plane state -------------------------------------


def ripple_factor(qt):
    return -np.expm1(-qt) / qt


for qt in (0.3, 1.0, 2.5):
    coulomb = sum(quad(lambda r: j0(qt * r) * (1 - r / np.sqrt(r * r + 1)),
                       lo, hi, limit=500)[0]
                  for lo, hi in ((0, 10), (10, 100), (100, 400)))
    assert abs(coulomb - ripple_factor(qt)) < 1e-4


def softest_ripple(t):
    # energy divided by Kd, wave number in units of 1/t
    res = minimize_scalar(lambda x: A * x**2 / (Kd * t**2) + ripple_factor(x),
                          bounds=(1e-5, 1.0), method='bounded',
                          options={'xatol': 1e-10})
    return res.x / t, res.fun - Ks / (Kd * t)


t_stripe = brentq(lambda t: softest_ripple(t)[1], 0.9 * tc, 1.2 * tc, xtol=1e-16)
q_stripe = softest_ripple(t_stripe)[0]
stripe_estimate = Kd * tc**2 / (16 * A)
assert abs((t_stripe / tc - 1) / stripe_estimate - 1) < 0.05
assert abs(q_stripe / (Kd * t_stripe / (4 * A)) - 1) < 0.05

# --- square pillar, and its barrier at the temperature of use ----------------


def pillar_anisotropy(t):
    nz = demag_factor(side, side, t)
    return Ks - Kd * t * (3 * nz - 1) / 2


t_pillar = brentq(pillar_anisotropy, 0.8 * tc, 1.8 * tc, xtol=1e-15)
temperature, barrier_in_kT = 300.0, 60.0
barrier = barrier_in_kT * k_B * temperature
t_stable = brentq(lambda t: pillar_anisotropy(t) * side**2 - barrier,
                  0.3 * tc, 1.8 * tc, xtol=1e-15)
assert t_pillar > tc and t_stable < t_pillar

# --- parameter changes -------------------------------------------------------
ms_error, dead_layer = 0.05, 0.3 * nm
ms_drop, ks_power = 0.10, 3
t_ms = critical_thickness(Ks, Ms * (1 + ms_error))
t_hot = critical_thickness(Ks * (1 - ms_drop)**ks_power, Ms * (1 - ms_drop))
small = 1e-5
slope_ms = (critical_thickness(Ks, Ms * (1 + small)) / tc - 1) / small
slope_ks = (critical_thickness(Ks * (1 + small), Ms) / tc - 1) / small
assert abs(slope_ms + 2) < 1e-3 and abs(slope_ks - 1) < 1e-3


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Input Ms", Ms / 1e6, "MA/m", 2)
show("Input Ks, both faces", Ks * 1e3, "mJ/m^2", 2)
show("Input exchange stiffness A", A * 1e12, "pJ/m", 1)
show("Magnetostatic density Kd", Kd / 1e6, "MJ/m^3", 4)
show("Critical thickness tc (Kv = 0)", tc / nm, "nm", 4)
for t in (1.0 * nm, 2.0 * nm):
    show(f"Magnetostatic cost Kd*t at {t/nm:.1f} nm", Kd * t * 1e3, "mJ/m^2")
    show(f"Net anisotropy Ks-Kd*t at {t/nm:.1f} nm", (Ks - Kd * t) * 1e3, "mJ/m^2")
show("Twist length sqrt(A/Kd)", ell / nm, "nm")
show("Ratio Ks/sqrt(A*Kd)", ratio, "", 4)
show("Twist: normal state ends at", t_normal_end / nm, "nm", 4)
show("Twist: in-plane state starts at", t_plane_start / nm, "nm", 4)
show("Stripes: in-plane state stable above", t_stripe / nm, "nm", 4)
show("Stripes: shift of threshold", 100 * (t_stripe / tc - 1), "%", 2)
show("Stripes: estimated shift", 100 * stripe_estimate, "%", 2)
show("Stripes: wavelength at threshold", 2 * np.pi / q_stripe / nm, "nm", 0)
show("Pillar side", side / nm, "nm", 0)
show("Pillar Nz at thickness tc", Nz_pillar, "", 4)
show("Pillar Nx at thickness tc", Nx_pillar, "", 4)
show("Pillar critical thickness", t_pillar / nm, "nm")
show("Temperature of use", temperature, "K", 0)
show("Required barrier", barrier_in_kT, "kT", 0)
show("Pillar thickness with that barrier", t_stable / nm, "nm")
show("Volume anisotropy tried, +/-", Kv_test / 1e6, "MJ/m^3", 2)
show("tc with +Kv", critical_thickness(Ks, Ms, Kv_test) / nm, "nm")
show("tc with -Kv", critical_thickness(Ks, Ms, -Kv_test) / nm, "nm")
show("Ms increase tried", 100 * ms_error, "%", 0)
show("tc with increased Ms", t_ms / nm, "nm")
show("Dead layer assumed", dead_layer / nm, "nm", 1)
show("Deposited thickness at transition", (tc + dead_layer) / nm, "nm")
show("Heating: drop of Ms assumed", 100 * ms_drop, "%", 0)
show("Heating: power of Ms in Ks assumed", ks_power, "", 0)
show("Heating: tc", t_hot / nm, "nm")
show("Lattice constant assumed, bcc", lattice_constant / nm, "nm")
show("Dipole sum per added layer / continuum", layer_slope, "", 5)
show("Dipole sum: missing layers", missing_layers, "", 4)
show("Dipole sum: offset to add to tc", lattice_offset / nm, "nm", 4)
print("all good")
```

It prints:

```
Input Ms: 1.20 MA/m
Input Ks, both faces: 1.30 mJ/m^2
Input exchange stiffness A: 20.0 pJ/m
Magnetostatic density Kd: 0.9048 MJ/m^3
Critical thickness tc (Kv = 0): 1.4368 nm
Magnetostatic cost Kd*t at 1.0 nm: 0.905 mJ/m^2
Net anisotropy Ks-Kd*t at 1.0 nm: 0.395 mJ/m^2
Magnetostatic cost Kd*t at 2.0 nm: 1.810 mJ/m^2
Net anisotropy Ks-Kd*t at 2.0 nm: -0.510 mJ/m^2
Twist length sqrt(A/Kd): 4.702 nm
Ratio Ks/sqrt(A*Kd): 0.3056
Twist: normal state ends at: 1.3944 nm
Twist: in-plane state starts at: 1.4842 nm
Stripes: in-plane state stable above: 1.4452 nm
Stripes: shift of threshold: 0.58 %
Stripes: estimated shift: 0.58 %
Stripes: wavelength at threshold: 390 nm
Pillar side: 50 nm
Pillar Nz at thickness tc: 0.9216
Pillar Nx at thickness tc: 0.0392
Pillar critical thickness: 1.653 nm
Temperature of use: 300 K
Required barrier: 60 kT
Pillar thickness with that barrier: 1.512 nm
Volume anisotropy tried, +/-: 0.10 MJ/m^3
tc with +Kv: 1.615 nm
tc with -Kv: 1.294 nm
Ms increase tried: 5 %
tc with increased Ms: 1.303 nm
Dead layer assumed: 0.3 nm
Deposited thickness at transition: 1.737 nm
Heating: drop of Ms assumed: 10 %
Heating: power of Ms in Ks assumed: 3
Heating: tc: 1.293 nm
Lattice constant assumed, bcc: 0.287 nm
Dipole sum per added layer / continuum: 1.00000
Dipole sum: missing layers: 0.4245
Dipole sum: offset to add to tc: 0.0609 nm
all good
```
